# Thermal drain-current noise of a long-channel MOSFET in saturation

## A channel without drain bias

Take an n-channel MOSFET whose source and drain are both held at zero voltage. The gate has induced a uniform electron layer, so the channel is an ordinary resistor of conductance \(g_{d0}\). Cut it into \(N\) equal slices in series, each of conductance \(Ng_{d0}\). Slice \(k\) carries the fluctuating current

\[
\delta I = N g_{d0}\,\delta u_k + h_k ,
\]

where \(\delta u_k\) is the fluctuating voltage across the slice and \(h_k\) is its thermal current source. At low frequency \(\delta I\) is the same in every slice. The terminals are held fixed, so \(\sum_k\delta u_k=0\), and summing over slices gives \(\delta I=(1/N)\sum_k h_k\).

The sources are independent, each with the Nyquist spectral density \(4kT\,Ng_{d0}\). Hence

\[
S_I=\frac1{N^2}\,N\,(4kT\,Ng_{d0})=4kT\,g_{d0}.
\]

A drain voltage changes two things. The slices near the drain hold fewer electrons, and, because a steady current now flows, the response of each slice's conductance to the local potential changes the current. The theorem below accounts for both.

## Setting and statement

Let \(x\) run from the source (\(x=0\)) to the drain (\(x=L\)). The channel quasi-Fermi potential \(V(x)\), measured from the source, rises from 0 to \(V_D\). Current is counted positive from drain to source. Spectral densities are one-sided: for a stationary fluctuation with correlation function \(c(t)\),

\[
S(f)=4\int_0^\infty c(t)\cos(2\pi f t)\,dt .
\]

The assumptions are these.

1. **Gradual channel.** The charge at \(x\) follows from the vertical electrostatics at \(x\) alone. In strong inversion the magnitude of the mobile charge per area is
\[
Q(V)=C\,(V_{GT}-mV),
\]
with \(C\) the oxide capacitance per area, \(V_{GT}\) the gate overdrive, and \(m\ge1\) a constant that describes the growth of the depletion charge with \(V\).
2. **Local transport.** The mobility \(\mu\) is uniform, and
\[
I=g(V)\,\frac{dV}{dx},\qquad g(V)=\mu WQ(V),
\]
with \(W\) the channel width.
3. **Local equilibrium.** The electrons are at the lattice temperature \(T\) everywhere.
4. **Low frequency and fixed terminals.** Charge storage in the channel is negligible, and all terminal voltages are constant. Trap noise is left out.

Define \(V_{sat}=V_{GT}/m\), where \(Q\) vanishes. For small \(V_D\), \(I=g(0)V_D/L\), so the zero-bias conductance is

\[
g_{d0}=\frac{g(0)}L=\frac{\mu CWV_{GT}}{L}.
\]

**Theorem.** For \(0<V_D<V_{sat}\), with \(\eta=1-V_D/V_{sat}\),

\[
S_I=4kT\,\gamma\,g_{d0},\qquad
\gamma=\frac23\,\frac{1+\eta+\eta^2}{1+\eta}.
\]

At the onset of saturation, \(V_D\to V_{sat}\), this becomes \(S_I=4kT\,\tfrac23\,g_{d0}\).

For \(V_D>V_{sat}\) one further assumption is needed: the pinched region next to the drain has negligible length, passes the channel current on unchanged and adds no noise. The value 2/3 then holds throughout saturation.

## Lemma 1: the local noise source

**Lemma 1.** The thermal current source per slice satisfies

\[
S_h(x,x')=4kT\,g(V(x))\,\delta(x-x').
\]

**Proof.** Take a slice of length \(\Delta x\), longer than a mean free path but short enough that \(V\) hardly changes across it. Let state \(s\) have velocity \(v_s\) along the channel, mean occupation \(f_s\) and occupation fluctuation \(\delta n_s\). Up to a sign, which drops out of the spectrum, the slice-averaged current fluctuation is

\[
h=\frac q{\Delta x}\sum_s v_s\,\delta n_s .
\]

An occupation is 0 or 1, so its variance is \(f_s(1-f_s)\), and different states are independent. Assume scattering that makes the current-carrying part of a fluctuation decay as \(e^{-t/\tau}\). For \(2\pi f\tau\ll1\) the time integral gives \(\tau\), and

\[
S_h=\frac{4q^2\tau}{\Delta x^2}\sum_s v_s^2f_s(1-f_s).
\]

With \(z=(E-E_F)/kT\) and \(f=1/(e^z+1)\),

\[
\frac{df}{dz}=-\frac{e^z}{(e^z+1)^2}=-f(1-f)
\quad\Rightarrow\quad
f(1-f)=-kT\,\frac{\partial f}{\partial E}.
\]

The same sum gives the conductance. A force of magnitude \(F=q\,dV/dx\) changes the occupations by \(\delta f_s=-\tau Fv_s\,\partial f_s/\partial E\), from the balance of acceleration and relaxation. The current is then

\[
I=\frac q{\Delta x}\sum_s v_s\,\delta f_s
=\left[\frac{q^2\tau}{\Delta x}\sum_s v_s^2\left(-\frac{\partial f_s}{\partial E}\right)\right]\frac{dV}{dx}.
\]

The bracket is \(g\). Comparison gives \(S_h=4kT\,g/\Delta x\). Distinct slices are uncorrelated, and on scales long compared with \(\Delta x\) the factor \(1/\Delta x\) acts as a delta function. ∎

The Pauli factor \(1-f\) matters. At the source density of the example below, the noise sum with \(f(1-f)\) agrees with the current of a field-shifted distribution to the printed six decimals. Without the factor \(1-f\) it is 14% too large. These numbers place all electrons in the lowest subband, with two valleys. At room temperature the electrons spread over several subbands, and a triangular-well estimate at the effective vertical field lowers the 14% to about 5%. That value depends on the field chosen, and a self-consistent well gives about 4%.

## Lemma 2: from the source to the terminal

**Lemma 2.** At low frequency, for \(0<V_D<V_{sat}\),

\[
\delta I=\frac1L\int_0^L h(x,t)\,dx .
\]

**Proof.** Add the source to the transport law, \(I=g(V)\,\partial_xV+h\), and replace \(V\) by \(V+\delta V\). To first order,

\[
\delta I=g\,\partial_x\delta V+g'(V)\,\frac{dV}{dx}\,\delta V+h .
\]

The second term is the change of local conductance caused by the potential fluctuation. Since \(g'(V)\,dV/dx=dg/dx\), the first two terms form a total derivative:

\[
\delta I=\partial_x(g\,\delta V)+h .
\]

Next, charge conservation. The mobile charge per area is \(-Q\), and its fluctuation is \(mC\,\delta V\). Positive current flows towards smaller \(x\), so it enters an element at \(x+dx\) and leaves at \(x\):

\[
WmC\,\partial_t\delta V=\partial_x\delta I .
\]

At angular frequency \(\omega\), the left side is of order \(\omega WmC\,\delta V\), while the conduction term on the right is of order \(g(0)\,\delta V/L^2\). Storage is therefore negligible when

\[
\omega\ll\frac{g(0)}{WmCL^2}=\frac{\mu V_{sat}}{L^2}.
\]

Then \(\delta I\) does not depend on \(x\). Integrating over the channel gives

\[
L\,\delta I=\big[g\,\delta V\big]_0^L+\int_0^Lh\,dx ,
\]

and the boundary term vanishes because \(\delta V=0\) at both ends. ∎

Each element of the channel thus enters with the same weight \(1/L\), although the conductance varies along the channel.

## Proof of the theorem

By the two lemmas,

\[
S_I=\frac1{L^2}\int_0^L\!\!\int_0^L S_h(x,x')\,dx\,dx'
=\frac{4kT}{L^2}\int_0^L g\,dx .
\]

The steady current is uniform, so \(dx=g\,dV/I\), and

\[
S_I=\frac{4kT}{L^2I}\int_0^{V_D}g^2\,dV,\qquad
IL=\int_0^{V_D}g\,dV. \tag{1}
\]

Equation (1) holds for any local function \(g(V)\). For the linear charge law, put \(u=1-V/V_{sat}\). Then \(g=g_{d0}L\,u\), \(dV=-V_{sat}\,du\), and \(u\) runs from 1 to \(\eta\):

\[
I=g_{d0}V_{sat}\int_\eta^1u\,du=\frac{g_{d0}V_{sat}}2(1-\eta^2),
\]
\[
\int_0^{V_D}g^2\,dV=(g_{d0}L)^2V_{sat}\int_\eta^1u^2\,du=\frac{(g_{d0}L)^2V_{sat}}3(1-\eta^3).
\]

Insertion into (1) gives

\[
S_I=4kT\,g_{d0}\,\frac23\,\frac{1-\eta^3}{1-\eta^2}.
\]

Cancelling the common factor \(1-\eta\) gives the stated \(\gamma\). It tends to 1 as \(\eta\to1\), which recovers the resistor of the opening section, and to 2/3 as \(\eta\to0\). ∎

**Where 2/3 comes from.** At the onset of saturation \(I=g_{d0}V_{sat}/2\). Integrating \(I\,dx=g\,dV\) from the source gives \(x/L=1-u^2\), so

\[
\frac{g(x)}{g(0)}=\sqrt{1-x/L}.
\]

The mean of this square root over the channel is 2/3. Equivalently, \(S_I=4kT\mu Q_{tot}/L^2\), where \(Q_{tot}\) is the total mobile charge, and the saturated channel holds two thirds of its zero-bias charge.

**A numerical test.** A network of 400 nonlinear slices was solved for its steady state, and its noise was found from the full small-signal matrix, without assuming the weight \(1/L\). At \(V_D=V_{sat}/2\) it gives \(\gamma=0.77778\), in agreement with \(7/9\). At \(V_D=V_{sat}\) it gives 0.66664, against 0.66646 with 100 slices.

## Remarks on two other estimates

**Output conductance.** Differentiating \(IL=\int g\,dV\) gives \(dI/dV_D=g(V_D)/L=\eta\,g_{d0}\). Nyquist's formula with this conductance would predict \(\gamma=\eta\), hence no noise in saturation. The difference from the theorem is

\[
\gamma-\eta=\frac{2(1+\eta+\eta^2)-3\eta(1+\eta)}{3(1+\eta)}
=\frac{(1-\eta)(2+\eta)}{3(1+\eta)} .
\]

It vanishes at equilibrium, \(\eta=1\), and is positive under bias. The biased channel as a whole is out of equilibrium, although each slice is locally in equilibrium.

**Fixed resistors.** Suppose each slice keeps its steady conductance, so that the term with \(g'\) is dropped. Dividing \(\delta I=g\,\partial_x\delta V+h\) by \(g\) and integrating gives \(R\,\delta I=\int (h/g)\,dx\), with \(R=\int dx/g=V_D/I\). Therefore

\[
S_I=\frac1{R^2}\int_0^L\frac{4kT\,g}{g^2}\,dx=\frac{4kT}{R}=4kT\,\frac I{V_D}.
\]

At \(V_D=V_{sat}\) this gives \(\gamma=1/2\). The network with frozen conductances gives 0.50000. The difference between 1/2 and 2/3 is thus due to the modulation of the local conductance.

## A second limit: weak inversion

Near pinch-off the strong-inversion law misses diffusion. Let \(\psi\) be the surface potential. Electrostatics gives \(dQ=-mC\,d\psi\). For a nondegenerate gas, with \(\phi_t=kT/q\), drift and diffusion add to

\[
I=\mu W\left(Q\frac{d\psi}{dx}-\phi_t\frac{dQ}{dx}\right)=\mu WQ\,\frac{dV}{dx},
\qquad
dV=-\left(\frac1{mC}+\frac{\phi_t}Q\right)dQ .
\]

Since \(g\) is still a local function of \(V\), equation (1) applies. Let the drain charge go to zero, call the source charge \(Q_s\), and set \(r=mC\phi_t/Q_s\). With \(g_{d0}=\mu WQ_s/L\),

\[
\gamma=\frac{\int_0^{Q_s}Q^2\left(\frac1{mC}+\frac{\phi_t}Q\right)dQ}{Q_s\int_0^{Q_s}Q\left(\frac1{mC}+\frac{\phi_t}Q\right)dQ}
=\frac{\frac13+\frac r2}{\frac12+r}.
\]

Strong inversion, \(r\to0\), gives 2/3. Weak inversion, \(r\to\infty\), gives 1/2. In the latter limit \(I=g_{d0}\phi_t\), so

\[
S_I=2kT\,g_{d0}=2q\phi_t\,g_{d0}=2qI ,
\]

which is full shot noise. The thermal source therefore yields the shot-noise value when transport is by diffusion towards an empty drain.

## Worked example

Take rough typical values for a long silicon transistor in an analogue circuit: \(W=100\) µm, \(L=10\) µm, a 10 nm oxide, doping \(5\times10^{16}\) cm⁻³, \(\mu=400\) cm²/Vs, \(V_{GT}=1\) V, \(V_D=2\) V and \(T=300\) K. The oxide capacitance is 345 nF/cm².

The depletion charge per area is \(C\gamma_b\sqrt{\phi_s+V}\), with \(\gamma_b=0.373\) V\(^{1/2}\) and \(\phi_s=0.798\) V, twice the bulk Fermi potential. Pinning the band bending at this value is an approximation. In full classical MOS electrostatics it is about 0.96 V at the source density used here, so \(V_{GT}\) must be read as \(Q(0)/C\), counted from a threshold about 0.18 V above the one set by \(\phi_s\). With that reading \(g_{d0}\) below is unchanged, while the full electrostatics gives a saturation current about 10% larger and \(S_I\) about 2% smaller. Linearising the depletion charge about \(V=0\) gives

\[
m=1+\frac{\gamma_b}{2\sqrt{\phi_s}}=1.209,\qquad V_{sat}=\frac{1\ \mathrm V}{1.209}=0.827\ \mathrm V .
\]

The conductance and current are

\[
g_{d0}=400\times3.45\times10^{-7}\times10\times1\ \mathrm S=1.38\ \mathrm{mS},
\]
\[
I=\tfrac12(1.381\ \mathrm{mS})(0.827\ \mathrm V)=0.571\ \mathrm{mA}.
\]

With \(4kT=1.66\times10^{-20}\) J,

\[
S_I=4kT\times\tfrac23\times1.381\times10^{-3}\ \mathrm S=1.53\times10^{-23}\ \mathrm{A^2/Hz},
\]

or 3.9 pA/Hz\(^{1/2}\). Since \(I=\mu CWV_{GT}^2/(2mL)\), the transconductance is \(g_m=g_{d0}/m=1.14\) mS. Referred to the gate, and leaving out the noise of the gate and substrate resistances, the channel noise corresponds to a voltage of \(3.91/1.143=3.4\) nV/Hz\(^{1/2}\).

The ratio to full shot noise is

\[
\frac{S_I}{2qI}=\frac{4kT\,(2/3)\,g_{d0}}{q\,g_{d0}V_{sat}}=\frac{8\phi_t}{3V_{sat}}=0.083 ,
\]

with \(\phi_t=25.85\) mV.

## Where the assumptions give way

**Charge and mobility.** Keeping the square-root depletion charge changes \(\gamma\) to 0.663. The mobility also varies, because the vertical field weakens towards the drain. If \(\mu\) falls as the 0.3 power of that field, a rough law, it is 18% higher at the drain than at the source. Both effects together give \(\gamma=0.678\) from (1). Diffusion and degeneracy, taken separately with the linear charge law, give 0.657. For this device all three values of \(\gamma\) lie within 2% of 2/3.

**The drain end.** With \(s=1-x/L\), the saturated profile is \(V=V_{sat}(1-\sqrt s)\), so \(d^2V/dx^2=V_{sat}s^{-3/2}/(4L^2)\). In a depletion layer of depth \(d\) and permittivity \(\epsilon_s\), this curvature accounts for a charge \(\epsilon_sd\,d^2V/dx^2\) per area. Its ratio to \(Q=mCV_{sat}\sqrt s\) is

\[
\frac{\lambda^2}{4L^2s^2},\qquad \lambda^2=\frac{\epsilon_sd}{mC}.
\]

Here \(d=205\) nm and \(\lambda=71\) nm. The ratio reaches 1 at a distance \(\lambda/2\approx36\) nm from the drain. That stretch supplies a fraction \(s^{3/2}\approx0.02\%\) of the noise, so the failure of the gradual-channel approximation there hardly matters. A larger effect is that at \(V_D=2\) V the pinched region takes up roughly 0.2 to 0.3 µm of the channel, depending on the field assumed where it begins. The part that remains is 2 to 3% shorter, which raises \(S_I\) by a similar amount.

**Short channels.** Shortening the channel at fixed voltages raises the field along the current, and the assumption of constant mobility then weakens. With a rough saturation velocity of \(10^7\) cm/s, the critical field is \(E_c=2.5\times10^4\) V/cm, and the expansion parameter \(V_{sat}/(LE_c)\) is 3.3%. This sizes the effect; it is not a computed shift of \(\gamma\). At fixed \(V_{sat}\) and \(\mu\) the parameter reaches 1 near \(L=0.33\) µm, where the value 2/3 has lost its justification.

**Frequency.** The transit frequency \(f_0=\mu V_{sat}/(2\pi L^2)\) is 53 MHz. With channel capacitance included, the slice network gives a drain-terminal noise 0.02% above its low-frequency value at \(f_0/10\), and 2.4% above it at \(f_0\). The source-terminal noise is no longer the same and lies about 6% above it at \(f_0\). At the low end, oxide traps add flicker noise. For an assumed trap density of \(10^{17}\) eV⁻¹cm⁻³ and a tunnelling decay length of 0.1 nm, treating all traps as equally effective puts the crossover with the thermal noise near 50 kHz. In saturation the traps near the drain, where few electrons remain, weigh more; summing their local effects, with diffusion included, moves the estimate to about 90 kHz. About a fifth of that sum comes from the last 36 nm, where the gradual-channel approximation fails, so this figure is rough; without that stretch it is about 70 kHz. The crossover scales with the trap density, which depends on the oxide. At the crossover the total noise is twice the thermal value. The thermal result therefore describes this model device well above that crossover and up to a few tens of megahertz.

## Calculated quantities

```
W, L = 100, 10 um; oxide 10 nm; T = 300 K
mobility = 400 cm2/Vs; doping = 5.0e+16 cm^-3
overdrive V_GT = 1.00 V; drain voltage = 2.00 V
oxide capacitance = 345.3133 uF/cm2
kT/q = 25.85 mV; band bending at source = 0.798 V
body coefficient = 0.373 V^0.5; body factor m = 1.209
V_sat = 0.827 V
g_d0 = 1.381 mS; saturation current = 0.571 mA
transconductance = 1.143 mS
S_I = 1.526e-23 A^2/Hz; root = 3.91 pA/Hz^0.5
gate-referred noise = 3.42 nV/Hz^0.5
S_I/(2qI) = 0.0833
--- tests of the derivation (gamma = S_I/(4kT g_d0)) ---
simulated velocity noise / (4 kT tau/m) = 0.988
degenerate gas: noise sum / response = 1.000000
same without Pauli blocking = 1.139
network gamma, V_D near 0 = 1.0000
network gamma, V_D = V_sat/2 = 0.77778; formula 0.77778
network gamma, V_D = V_sat, 400 slices = 0.66664
same, 100 slices = 0.66646
frozen slice conductances, V_D = V_sat: gamma = 0.50000
output conductance/g_d0 at V_sat/2 = 0.5000; at V_sat = 0.00005
nonlinear g(V), 0.9 V_sat: network 0.68486, integral 0.68486
weak inversion: gamma = 0.5000; S_I/(2qI) = 0.9999
--- neglected effects in the example ---
square-root body law: V_sat = 0.854 V; gamma = 0.6634
mobility at drain / source = 1.180 (power 0.3)
body law and varying mobility: gamma = 0.6782
source density = 2.16e+12 cm^-2; over (states x kT) = 0.525
diffusion and degeneracy: gamma = 0.6570
saturation velocity = 1e+07 cm/s; critical field = 2.50e+04 V/cm
V_sat/(L x critical field) = 3.31 %
carrier heating = 0.24 % (energy time 0.3 ps)
lattice self-heating = 0.12 K
depletion depth at drain = 205 nm; decay length = 71 nm
gradual channel fails in last 36 nm; noise share 0.021 %
channel shortening = 184 nm = 1.84 % of L
oxide field at source = 1.33 MV/cm
relaxation time = 43.2 fs; 1/(2 pi tau) = 3.68 THz
trap density = 1e+17 /(eV cm3); decay length 0.1 nm
flicker corner = 48 kHz
transit frequency f0 = 52.7 MHz
S_I(f0/10)/S_I(0) = 1.00024; S_I(f0)/S_I(0) = 1.0235
```
